# Cusp-cancelled Monte Carlo estimator for the density at a nucleus

An unpaired electron in an s-type state has a nonzero probability density at the nucleus, and there its spin couples to the nuclear spin through the Fermi contact interaction. For an isotropic coupling $A\,\mathbf I\cdot\mathbf S$,

$$A=\frac{2}{3}\mu_0\,g_e\mu_B\,g_N\mu_N\,\frac{\rho_\uparrow(0)-\rho_\downarrow(0)}{2S},$$

where $\rho_\sigma(0)$ is the density of spin-$\sigma$ electrons at the nucleus in the component with $M_S=S$, $g_e>0$ is the magnitude of the electron factor and $g_N$ is the nuclear factor. This expression is in SI units; everything else is in Hartree atomic units, with a fixed point nucleus of charge $Z$ at the origin.

Variational Monte Carlo supplies electron positions drawn from $|\Psi|^2$. Almost none of them lie near the nucleus, yet the coupling depends on the density at that one point. How should it be extracted?

## Counting electrons in a small ball

Take hydrogen, with $P(r)=e^{-2r}/\pi$ and $P(0)=1/\pi=0.3183$. The direct method counts samples within a radius $\varepsilon$ and divides by the volume $V=4\pi\varepsilon^3/3$. If $p$ is the probability of a hit, one sample contributes $1/V$ with probability $p$ and zero otherwise, so

$$\text{mean}=\frac pV,\qquad \text{variance}=\frac{p}{V^2}-\frac{p^2}{V^2}=\frac{p(1-p)}{V^2}\to\frac{\rho}{V},$$

because $p\to\rho V$ with $\rho=P(0)$. The variance diverges as $\varepsilon^{-3}$.

A larger ball is biased. For general $Z$ the density is $\rho(1-2Zr+\dots)$, and the average of $r$ over the ball is $3\varepsilon/4$, so the relative bias is $-3Z\varepsilon/2$ to leading order. With $n$ independent samples the mean square error is

$$M(\varepsilon)=\frac94Z^2\rho^2\varepsilon^2+\frac{3\rho}{4\pi n\varepsilon^3}.$$

Setting $dM/d\varepsilon=0$ gives

$$\frac92Z^2\rho^2\varepsilon=\frac{9\rho}{4\pi n\varepsilon^4}
\quad\Rightarrow\quad
\varepsilon^5=\frac{1}{2\pi nZ^2\rho}=\frac{1}{2nZ^5},$$

where the last form uses $\rho=Z^3/\pi$. The best radius is $\varepsilon=(2n)^{-1/5}/Z$, and the rms error, proportional to $\varepsilon$, falls only as $n^{-1/5}$. For hydrogen and $n=10^6$ the formula gives 0.055 bohr; minimizing the full error gives 0.056 bohr and a relative rms error of 10%. A million samples buy one digit.

## Using every sample: integration by parts

Let $h(\mathbf r)$ be continuous, piecewise differentiable along each ray from the origin, and zero at infinity. In spherical coordinates the volume element $r^2\,dr\,d\Omega$ cancels a factor $1/r^2$:

$$-\int d^3r\,\frac{1}{4\pi r^2}\frac{\partial h}{\partial r}
=-\int\frac{d\Omega}{4\pi}\int_0^\infty dr\,\frac{\partial h}{\partial r}
=\int\frac{d\Omega}{4\pi}\,h(0)=h(0).$$

Choose $h=fP$ with a radial function $f$ and $f(0)=1$. Then $h(0)=P(0)$. Dividing the integrand by $P$ turns the integral into an average over samples:

$$P(0)=\langle g\rangle_P,\qquad
g=-\frac{1}{4\pi r^2}\left[f'(r)+f(r)\,\frac{\partial\ln P}{\partial r}\right].$$

There is no bin and no bias, for any admissible $f$. The variance depends strongly on $f$, as three choices for hydrogen show. Here $\partial\ln P/\partial r=-2$.

**First choice, $f=1$.** Then $g=2/(4\pi r^2)=1/(2\pi r^2)$. Its second moment, cut off at a small radius $r_{\min}$, is

$$\int_{r_{\min}}^\infty 4\pi r^2\,\frac{e^{-2r}}{\pi}\,\frac{dr}{4\pi^2r^4}
=\frac1{\pi^2}\int_{r_{\min}}^\infty\frac{e^{-2r}}{r^2}\,dr\simeq\frac{1}{\pi^2r_{\min}}.$$

Quadrature gives 1011 at $r_{\min}=10^{-4}$ and 10130 at $10^{-5}$, the expected tenfold growth. The variance is infinite: integration by parts alone has not solved the problem.

**Second choice, $f=1+2r$.** The bracket becomes $2-2(1+2r)=-4r$, so $g=1/(\pi r)$. The constant that caused the divergence has cancelled, and

$$\langle g\rangle=\frac4\pi\int_0^\infty re^{-2r}dr=\frac1\pi,\qquad
\langle g^2\rangle=\frac4{\pi^2}\int_0^\infty e^{-2r}dr=\frac2{\pi^2}.$$

The variance is $2/\pi^2-1/\pi^2=1/\pi^2=0.1013$, the square of the mean. With $10^6$ samples the relative error is therefore $1/\sqrt{10^6}=0.1\%$; the simulation gives $0.3184\pm0.0003$.

**Third choice, the best $f$.** Ask for $g=C$ at every point. This means $\partial_r(fP)=-4\pi r^2CP$. Integrating from $r$ to infinity, where $fP$ vanishes,

$$f(r)P(r)=C\int_r^\infty4\pi s^2P(s)\,ds .$$

At $r=0$ the integral is 1 by normalization, so $C=P(0)=1/\pi$. Two integrations by parts give $\int_r^\infty4s^2e^{-2s}ds=e^{-2r}(1+2r+2r^2)$, hence

$$f(r)=1+2r+2r^2 .$$

Every sample now returns $1/\pi$, and the variance is zero. This required the complete density, which for hydrogen is known. For other systems the result still shows what to aim for: a fixed linear term that cancels the cusp, and an adjustable remainder starting at $r^2$. For a one-electron ion, $r$ is replaced by $Zr$ in $f$.

With this density and the proton's $g$ factor, the contact formula gives $A/h=1422.8$ MHz for hydrogen. This leaves out the finite proton mass and size, relativistic corrections to the orbital, and radiative corrections beyond those contained in $g_e$.

## Several electrons: a second divergence

Let $P(\mathbf r_1,\dots,\mathbf r_N)=|\Psi|^2$ be normalized, with a definite spin assigned to each electron label. The density $\rho_\sigma(0)$ is the sum, over electrons $i$ of spin $\sigma$, of $P$ at $\mathbf r_i=0$ integrated over the other positions. The ray argument applies to each $\mathbf r_i$ with the others held fixed, so $\rho_\sigma(0)=\langle\sum_{i\in\sigma}g_i\rangle$.

Now examine electron $i$ close to the nucleus, writing $\mathbf r$ for $\mathbf r_i$ and keeping the others away from it. If $\Psi$ obeys the nuclear cusp condition,

$$P=P_0\left[1-2Zr+\mathbf a\cdot\mathbf r+O(r^2)\right].$$

The vector $\mathbf a$ depends on the other electrons. In the lithium state below, for example, it comes from a pair factor that pushes electron $i$ away from each of the others. With $f=1+2Zr+O(r^2)$,

$$f'+f\,\frac{\partial\ln P}{\partial r}
=2Z+\left(-2Z+\mathbf a\cdot\hat{\mathbf r}\right)+O(r)
=\mathbf a\cdot\hat{\mathbf r}+O(r).$$

Thus $g_i\simeq-\mathbf a\cdot\hat{\mathbf r}/(4\pi r^2)$. It averages to zero over angles, but its square does not: the second moment contains $\int r^2dr/r^4$ and diverges again. Cancelling the cusp is enough for hydrogen, but not when $\mathbf a\neq0$.

The cure follows from the sign change of $\mathbf a\cdot\hat{\mathbf r}$ under $\mathbf r\to-\mathbf r$. Group the positions of electron $i$ into pairs $\{\mathbf r,-\mathbf r\}$, the other electrons staying fixed. Given the pair, the two members occur with probabilities $P_\pm/(P_++P_-)$, where $P_\pm=P(\pm\mathbf r)$. Replace $g_i$ by its conditional mean. Since $r$, $f$ and $f'$ are the same for both members, only the slope changes:

$$g_i=-\frac{f'(r_i)+f(r_i)D_i}{4\pi r_i^2},\qquad
D_i=\frac{P_+\,\partial_r\ln P_++P_-\,\partial_r\ln P_-}{P_++P_-},$$

with both derivatives taken outward. A conditional mean has the same average as the original quantity, and by the law of total variance it cannot have a larger variance. This holds for each $g_i$ separately; their sum also contains covariances.

Near the nucleus the numerator of $D_i$ is $\partial_rP_++\partial_rP_-=P_0[-4Z+O(r)]$ and the denominator is $P_0[2+O(r)]$. Hence $D_i=-2Z+O(r)$ and $g_i=O(1/r)$. The second moment now contains $\int r^2dr/r^2$, which converges at the origin.

Three other regions need a look.

- **Another electron also near the nucleus, at distance $R$.** For opposite spins the pair slope is bounded. If $r<R$, the remainder in $D_i$ is of order $r/R$, so $g_i\sim1/(rR)$ and $\int R^2dR\,R^{-2}\int_0^Rdr$ converges. If $r>R$, then $g_i\sim1/r^2$, but the other electron is confined to a volume of order $r^3$, and $\int r^3\,r^2dr/r^4$ converges. For equal spins a node passes through this region, and the next two items apply.
- **Nodes of $\Psi$ with electron $i$ away from the nucleus.** At distance $x$ from a node, $P\propto x^2$. If $\Psi$ also vanishes at the inverted position, $D_i$ can grow as $2/x$; otherwise $D_i$ stays finite. The product $PD_i^2$ stays finite, and so does this contribution to the variance.
- **Nodes that pass through the nucleus.** The expansion of $P$ above assumed $P_0\neq0$. Write instead $\Psi\simeq A+\mathbf B\cdot\mathbf r$, where $A$ and $\mathbf B$ depend on the other electrons and $A$ passes through zero. Then $P_++P_-=2[A^2+(\mathbf B\cdot\mathbf r)^2]$, and the part of $D_i$ that matters is $2(\mathbf B\cdot\mathbf r)^2/\big(r[A^2+(\mathbf B\cdot\mathbf r)^2]\big)$. The second moment contains $\int dr\int dA\,(\mathbf B\cdot\hat{\mathbf r})^4/[A^2+(\mathbf B\cdot\mathbf r)^2]\propto\int dr/r$, a logarithmic divergence, unless $\mathbf B$ vanishes together with $A$. It does so in the lithium state below, because the orbitals are spherical and the pair factor only multiplies the determinant. With occupied s and p orbitals of the same spin it generally does not, and the variance is then still infinite, though only logarithmically. If a spin channel holds a p electron but no s orbital, $A$ vanishes identically: then $P\propto r^2$, $D_i\simeq2/r$, $g_i\propto r^{-3}$, and the second moment $\int dr/r^2$ diverges as $1/r_{\min}$.

Fourth moments are less benign. They contain $\int r^2dr/r^4$ at the nucleus, which diverges in general. If $\Psi$ vanishes at both $\mathbf r_i$ and $-\mathbf r_i$ on a whole nodal surface, as in the lithium state below, they also contain the divergent integral $\int x^2dx/x^4$. When the variance is finite the mean has a valid error bar, but the error bar itself converges slowly.

## Tuning the weight without bias

Let $q(r)$ satisfy $q(0)=q'(0)=0$ and $qP\to0$ at infinity. The ray argument with $h=qP$ gives $h(0)=0$, so

$$C=-\sum_i\frac{q'(r_i)+q(r_i)D_i}{4\pi r_i^2}$$

has zero mean. Because $q'\propto r$ near the origin, $C$ is also only $O(1/r)$ there. A convenient set is $q_k=r^2e^{-\beta_kr}$, with several exponents $\beta_k\ge0$. For hydrogen, the single function $q=r^2$ with coefficient 2 already gives the zero-variance weight.

Let $y$ be the wanted combination, for example $\sum_{i\in\uparrow}g_i-\sum_{i\in\downarrow}g_i$, computed with $f=1+2Zr$. The variance of $y+\sum_kc_kC_k$ is quadratic in the coefficients. Setting its derivative with respect to $c_k$ to zero gives the linear equations

$$\sum_l\mathrm{cov}(C_k,C_l)\,c_l=-\mathrm{cov}(C_k,y).$$

If the covariances were taken from the samples that are later averaged, the coefficients would be correlated with the noise and could bias the result. They are therefore fitted on a pilot set and then frozen. On fresh samples each $C_k$ has zero mean whatever $c_k$ is.

The algorithm is:

1. Draw configurations from $|\Psi|^2$.
2. For each electron, compute the outward slope of $\ln|\Psi|^2$ at $\mathbf r_i$ and $-\mathbf r_i$, and the ratio $P_-/P_+$. Form $D_i$.
3. Accumulate $y$ with $f=1+2Zr$, and the controls $C_k$ separately for each spin.
4. Fit $c_k$ on the pilot set by least squares.
5. Average $y+\sum_kc_kC_k$ over the remaining samples. If they come from a Markov chain, the error bar must include their autocorrelation.

Only first derivatives of $\Psi$ are needed. The extra cost is one evaluation at the inverted position per electron.

## Lithium

The test state is a determinant with two spin-up orbitals and one spin-down orbital, multiplied by a pair factor:

$$\Psi=\left[\phi_1(r_1)\phi_2(r_2)-\phi_2(r_1)\phi_1(r_2)\right]\phi_3(r_3)
\exp\Big[\sum_{i<j}u_{ij}\Big],\qquad
u_{ij}=-\frac{c_{ij}}{\kappa}e^{-\kappa r_{ij}} .$$

The orbitals are unrestricted Hartree–Fock solutions in a small s-type basis that satisfies the nuclear cusp condition. Their energy, $-7.4327$ hartree, agrees with a Gaussian calculation to better than 0.1 millihartree. The electron–electron cusps require $c=1/2$ for opposite and $1/4$ for equal spins. The range parameter $\kappa=2$ is a round, unoptimized choice, and the state is not a pure spin doublet. It tests the estimator; it is not an accurate lithium wavefunction.

The orbitals are spherical, so the vector $\mathbf a$ comes from the pair factor alone. With two electrons fixed and the third approaching the nucleus, the plain estimator grows as $r^{-2.03}$ and the inversion-averaged one as $r^{-1.00}$, as derived.

An independent reference uses no derivatives. Write $J$ for the pair factor and $\langle\cdot\rangle_0$ for an average over the normalized determinant density. Placing the spin-down electron at the nucleus gives

$$\rho_\downarrow(0)=\phi_3(0)^2\,\frac{\langle J^2\rangle_{0,\;\mathbf r_3=0}}{\langle J^2\rangle_0},$$

and the spin-up density follows in the same way from the orbital left for the other spin-up electron. This works here because the determinant density is easy to sample with one electron pinned.

With 1,320,425 independent samples after the pilot set, the spin densities in bohr$^{-3}$ are:

| Method | Spin density | Std per sample |
|---|---|---|
| Reference | $0.2251\pm0.0010$ | – |
| $f=1+2Zr$ | $0.229\pm0.009$ | 10.7 |
| Fitted $f$ | $0.2255\pm0.0006$ | 0.703 |

The last error bar is $0.703/\sqrt{1320425}=0.0006$. Fitting reduces the variance by $(10.651/0.703)^2\approx230$. This matters because the spin density is a small difference: the total density from the fitted estimator is 12.957, so the spin density is $0.2255/12.957=1.7\%$ of it. An error that looks harmless in the total can swamp the coupling.

The histogram on the same samples gives $0.11\pm0.04$ at $\varepsilon=0.10$ bohr. The leading bias there is $-\tfrac32\cdot3\cdot0.10=-45\%$, but higher orders already matter at this radius: averaging the core-like decay $e^{-2Zr}$ over the ball gives $-36\%$. That would turn 0.2255 into 0.14, consistent with the count. At $\varepsilon=0.02$ bohr the bias is only $-9\%$, but the result is $-0.2\pm0.5$ and even the sign is lost. The histogram variance is then about $7\times10^5$ times that of the fitted estimator.

The pair factor lowers the total density from 13.83, the Hartree–Fock value in this basis, to 12.96, or by 6%. The reference formula shows why in this state: an electron pinned at the nucleus is on average closer to the others in the sense measured by $J^2$, whose mean is then smaller. The spin density shows no resolved change from its Hartree–Fock value of 0.2249. Both Hartree–Fock values carry a basis error: a larger radial basis gives 13.815 and 0.2247, lower by about 0.01 and 0.0003. The 6% drop belongs to this unoptimized pair factor multiplying frozen orbitals, not to the lithium atom: a coupled-cluster (CCSD) calculation changes the total density by only about $+0.1\%$ relative to Hartree–Fock and raises the spin density by about 3%.

For this state the contact formula gives $A/h=180.5\pm0.5$ MHz per unit of nuclear $g$ factor. The uncertainty is statistical and says nothing about the quality of $\Psi$.

## When the estimator fails

The linear coefficient of $f$ must match the wavefunction actually sampled. Suppose the spherically averaged slope of $P$ at the nucleus is $-\lambda P$ with $\lambda\ne2Z$. Then $f'(0)=2Z$ leaves $g\simeq-(2Z-\lambda)/(4\pi r^2)$. The mean remains correct, but the variance is infinite. If $\lambda$ is one known constant, $f'(0)=\lambda$ repairs this; a smooth Gaussian orbital has $\lambda=0$. If $\lambda$ varies with the positions of the other electrons, no single radial $f$ cancels it, and the cusp of $\Psi$ itself should be corrected.

An unweighted average also requires the slope of the density that is sampled. When samples come from a distribution other than $|\Psi|^2$, inserting the slope of $\ln|\Psi|^2$ no longer gives the density at the nucleus in general. Weighting each sample by the ratio of $|\Psi|^2$ to the sampled density, both normalized, restores the correct mean, provided the sampled density is nonzero wherever $|\Psi|^2$ is. And a precise average is precise for $\Psi$ alone: a poor description of core spin polarization passes unchanged into the hyperfine coupling. The full set of values is in the numerical output below.

## Computed results

```
HYDROGEN, samples: 1000000
exact density at nucleus     0.318310 bohr^-3
histogram eps=0.10 bohr: 0.2717 +- 0.0080 bohr^-3, std per sample 8.05
histogram eps=0.05 bohr: 0.2769 +- 0.0230 bohr^-3, std per sample 23.00
histogram eps=0.02 bohr: 0.2984 +- 0.0944 bohr^-3, std per sample 94.37
best histogram radius        0.0558 bohr
its relative rms error       10.19 %
exponent of rms error in n   -0.1991
f=1 second moment, r_min=1e-4: 1011.4 bohr^-6
f=1 second moment, r_min=1e-5: 10129.8 bohr^-6
f=1+2r: 0.318415 +- 0.000313 bohr^-3, std per sample 0.3134
f=1+2r variance by quadrature 0.101321 bohr^-6
f=1+2r+2r^2: 0.318310 bohr^-3, largest deviation 1.3e-13
hydrogen A/h, fixed proton   1422.81 MHz
LITHIUM, samples after pilot: 1320425  pilot: 440141
UHF energy, cusp basis       -7.43271 hartree
UHF energy, Gaussian basis   -7.43275 hartree
UHF spin density at nucleus  0.2249 bohr^-3
UHF total density at nucleus 13.8255 bohr^-3
pair-factor range parameter  2.0 bohr^-1
small-r power, plain / inversion-averaged: -2.031 / -1.000
slope times distance to node 1.9997
spin density, reference     0.2251 +- 0.0010 bohr^-3
spin density, f=1+2Zr       0.2288 +- 0.0093 bohr^-3, std per sample 10.651
spin density, fitted f      0.2255 +- 0.0006 bohr^-3, std per sample 0.703
total density, reference     12.9569 +- 0.0013 bohr^-3
total density, f=1+2Zr       12.9686 +- 0.0087 bohr^-3, std per sample 10.006
total density, fitted f      12.9565 +- 0.0009 bohr^-3, std per sample 1.007
spin histogram eps=0.10 bohr: 0.112 +- 0.039 bohr^-3, variance ratio to fitted f 3965
spin histogram eps=0.05 bohr: 0.123 +- 0.123 bohr^-3, variance ratio to fitted f 40682
spin histogram eps=0.02 bohr: -0.203 +- 0.523 bohr^-3, variance ratio to fitted f 729398
lithium A/h per unit nuclear g factor: 180.5 +- 0.5 MHz
```
